Sinusoidal response of a resonance-modulated ring: zero, sidebands and peaking

A laser is tuned to the flank of a ring resonance, and a voltage moves the resonance back and forth. A slow voltage makes the transmitted power follow the static transmission curve. At tens of gigahertz the ring has no time to reach each steady state, so one expects the modulation to fall once the drive outruns the photon lifetime. Yet the detected modulation can first rise with frequency, and its bandwidth can exceed the full optical linewidth. The same small-signal response is derived below in two ways: from the interference of sidebands at the output, and from the energy balance of the ring.

**The model**

Take one ring coupled to one bus waveguide, with a single resonance near the laser frequency ω_L. Fields vary as exp(+iωt), and slow amplitudes are referred to ω_L. Let |A|² = U be the stored energy and |S|² = P_in the constant input power. The intrinsic amplitude decay rate is γ0, the rate into the bus is γe, and γ = γ0 + γe. The detuning is

δ(t) = ω_r(t) − ω_L = δ0 + δ1(t).

Only the resonance frequency ω_r is modulated; the decay rates are constant. The equations are

dA/dt = (iδ − γ)A − iκS
S_out = S − iκA.

Energy conservation fixes κ, taken real. From the first equation,

dU/dt = −2γU + 2Re(iκS*A),

and from the second,

|S|² − |S_out|² = 2Re(iκS*A) − κ²U.

Without intrinsic loss γ = γe, and the two right-hand sides must agree. Hence κ² = 2γe.

With constant detuning, dA/dt = 0 gives

A0 = −iκS/(γ − iδ0)
U0 = 2γe P_in/L, where L = γ² + δ0².

The static output field is

S_o = S[1 − 2γe/(γ − iδ0)] = S(h − iδ0)/(γ − iδ0), where h = γ0 − γe,

so the static transmission is T = (h² + δ0²)/(γ² + δ0²).

**First derivation: interference of sidebands**

Write A = A0 + a. The product iδA contains iδ0A0, iδ0a, iδ1A0 and iδ1a. The first belongs to the steady state and the last is of second order. What remains is

da/dt = (iδ0 − γ)a + iA0δ1.

For δ1 = ε cos Ωt = (ε/2)[exp(iΩt) + exp(−iΩt)], the field acquires sidebands at ω_L ± Ω with amplitudes

a± = (iA0ε/2)/[γ + i(±Ω − δ0)].

Each denominator has magnitude at least γ, so |a±/A0| ≤ ε/(2γ), and ε ≪ γ justifies the linearisation of the field. For δ0 > 0 the upper sideband is resonant when Ω = δ0. The denominators are then γ and γ − 2iδ0, and the upper sideband is larger by the factor √(1 + 4δ0²/γ²).

A detector measures power, which requires a and its conjugate. For a real drive δ1, transforming both linear equations with zero initial disturbance gives

a = iA0δ1/(s + γ − iδ0)
a* = −iA0*δ1/(s + γ + iδ0).

Here a* denotes the transform of the conjugate function of time. The first-order change of |S_out|² is

p1 = S_o*(−iκa) + S_o(iκa*)
= δ1[κS_o*A0/(s + γ − iδ0) + κS_oA0*/(s + γ + iδ0)].

The first coefficient follows from the steady state:

κS_o*A0 = κ · S*(h + iδ0)/(γ + iδ0) · (−iκS)/(γ − iδ0)
= (2γe P_in/L)(δ0 − ih).

The second is its conjugate. Over the common denominator

D(s) = (s + γ)² + δ0²

the numerator, apart from the prefactor 2γe P_in/L, is

(δ0 − ih)(s + γ + iδ0) + (δ0 + ih)(s + γ − iδ0).

The terms ±iδ0² cancel, as do ±ih(s + γ). Each product leaves δ0(s + γ) + hδ0, so the sum is

2δ0(s + γ + h) = 2δ0(s + 2γ0),

because γ + h = 2γ0. Therefore

H(s) = p1/δ1 = 4γe P_in δ0(s + 2γ0)/[L D(s)].

For a sinusoidal drive s = iΩ, and p1(t) = ε|H|cos(Ωt + arg H). The response has poles at −γ ± iδ0 and a zero at −2γ0.

**Second derivation: where the energy goes**

Choose the phase of the input so that S is real, and write A = −i(x + iy). Substitution into the equation of motion and separation of real and imaginary parts give

dx/dt = −γx − δy + κS
dy/dt = δx − γy.

Multiply the first equation by 2x, the second by 2y, and add. The detuning terms cancel:

dU/dt = −2γU + 2κSx.

A frequency shift therefore changes the energy only by turning the phase of the stored field relative to the input. The steady values are x0 = κSγ/L and y0 = κSδ0/L. Linearised about them, the quadrature equations become

(s + γ)x1 + δ0y1 = −y0δ1
−δ0x1 + (s + γ)y1 = x0δ1.

Elimination of y1 gives

x1 = −[(s + γ)y0 + δ0x0]δ1/D(s)
= −κSδ0(s + 2γ)δ1/[L D(s)].

The energy equation gives (s + 2γ)u1 = 2κSx1. The factor s + 2γ cancels, and with κ² = 2γe

u1/δ1 = −4γe P_in δ0/[L D(s)].

The stored energy has the two poles but no finite zero.

The output now follows from conservation. Input power that does not leave through the bus is either dissipated or stored:

P_out = P_in − 2γ0U − dU/dt.

To first order,

p1 = −(s + 2γ0)u1,

which reproduces H. The zero thus has a direct meaning. The detector does not see the stored energy alone; it also sees the rate at which the ring fills and empties. For sinusoidal modulation the dissipation term is proportional to 2γ0 and the storage term to Ω. They are a quarter period apart, so their combined magnitude is √(Ω² + 4γ0²).

**Limits of the response**

At s = 0, D = L and

H(0) = 8γ0γe P_in δ0/L².

Differentiating T gives 2δ0(γ² − h²)/L². Since γ² − h² = 4γ0γe, the low-frequency response is the slope of the static transmission times P_in.

At high frequency H → 4γe P_in δ0/(Ls). It falls as 1/Ω, whereas the energy response falls as 1/Ω². The zero removes one power of Ω from the roll-off.

If γ0 = 0, the static output power cannot change, because all the input must leave through the bus. Then p1 = −dU/dt: a modulated output exists only while energy is moving in or out of the ring, and a bandwidth relative to H(0) has no meaning.

At δ0 = 0 the linear response vanishes at every frequency. The leading power modulation is then of second order in ε, so close to resonance ε ≪ γ is not enough: ε must also be small compared with |δ0|. H is odd in δ0; changing flank reverses the sign of the modulation but leaves |H| unchanged.

**Where the peak lies**

Set x = Ω² (no longer the quadrature), z = 2γ0, and

N(x) = |D(iΩ)|² = (L − x)² + 4γ²x.

Then |H|² is proportional to (x + z²)/N. A stationary point requires N = (x + z²)N′, with N′ = 2x − 2L + 4γ². Written out,

x² + (4γ² − 2L)x + L² = 2x² + (4γ² − 2L)x + 2z²x + z²(4γ² − 2L).

The common linear term cancels. Collecting the rest and completing the square gives

(x + z²)² = (L + z²)² − 4γ²z².

The right side is a difference of squares with factors L + z² ∓ 2γz = δ0² + (γ ∓ z)². Hence

Ω_pk² = √{[δ0² + (γ − z)²][δ0² + (γ + z)²]} − z².

If this is positive, |H| rises from zero frequency to a single maximum and then falls. If it is negative, |H| falls from the start. The condition for a peak is

γ² + δ0² > −z² + z√(z² + 4γ²).

At critical coupling γ0 = γe, so z = γ, and the condition becomes |δ0| > γ√(√5 − 2) ≈ 0.486γ. For z < γ/√2, that is γ0 < γ/(2√2), the inequality holds even as δ0 → 0. Such a strongly overcoupled ring peaks at every nonzero detuning, although its response near resonance is weak.

The energy has a stricter condition. Its squared response is proportional to 1/N, and N′ = 0 gives Ω² = δ0² − γ², so it peaks only for |δ0| > γ. Below that detuning any peak in the output exists because of the zero. Far from resonance, expansion of the square root gives Ω_pk² ≈ δ0² + γ², and the peak approaches the sideband resonance Ω = |δ0| from above.

**The 3 dB bandwidth**

A photodiode current is proportional to optical power, and electrical power to the current squared. Response levels are therefore 20 log10|H/H(0)|, and the 3 dB point is where |H|² has half its low-frequency value:

[(x + z²)/z²] · L²/N = 1/2.

Clearing fractions gives 2L²(x + z²) = z²N, or

z²x² − Bx − z²L² = 0, with B = 2L² + z²(2L − 4γ²).

The product of the roots is −L², so one root is positive:

Ω_3dB² = [B + √(B² + 4z⁴L²)]/(2z²).

**A silicon ring in numbers**

Consider a depletion-mode silicon microring near 1550 nm, with rough typical inputs: radius 7.5 µm, group index 3.9, loss 60 dB/cm, power coupling 7 % and resonance shift 30 pm/V. They give γ0/2π = 8.45 GHz, γe/2π = 9.42 GHz and γ/2π = 17.87 GHz. The full optical linewidth is 35.7 GHz and the loaded Q about 5400. Let δ0/2π = 20 GHz, which is 0.160 nm.

All rates below are divided by 2π. This leaves ratios unchanged and gives the slope per GHz. Then

L = 17.87² + 20² ≈ 719 GHz²
z = 2 × 8.45 ≈ 16.90 GHz
H(0)/P_in = 4 × 9.42 × 20 × 16.90/719² ≈ 0.0246 per GHz.

A 1 V amplitude shifts the resonance by 3.74 GHz. At low frequency the linear formula gives a power modulation of amplitude 0.092 P_in, about a mean transmission of 0.557.

For the peak, γ − z ≈ −0.97 GHz and γ + z ≈ 34.8 GHz, so

f_pk² ≈ √(401 × 1609) − 285.7 ≈ 518 GHz²,

or f_pk ≈ 22.8 GHz. The peak is 3.17 dB high. At this frequency the zero contributes +4.49 dB and the poles −1.32 dB: the energy modulation is already weaker than at low frequency. On its own, the stored energy peaks by just 0.055 dB, at 8.98 GHz. Most of the peaking here comes from the filling and emptying of the ring. The sideband asymmetry is nevertheless real: at a drive frequency of 20 GHz the upper sideband amplitude inside the ring is 2.45 times the lower.

For the bandwidth, B ≈ 1.08 × 10⁶ GHz⁴ and

f_3dB² ≈ (1.08 + 1.16) × 10⁶/(2 × 286) ≈ 3.9 × 10³ GHz²,

so f_3dB ≈ 62.6 GHz. The stored energy alone has a bandwidth of 28.4 GHz.

With the ring and input power fixed, the low-frequency slope is proportional to |δ0|/L², which is greatest at |δ0| = γ/√3, here 10.3 GHz. Beyond that point, more detuning gives more bandwidth at the cost of slope:

δ0/2π = 5 GHz: slope 0.0269 per GHz, no peak, bandwidth 22.0 GHz.
δ0/2π = 10 GHz: slope 0.0362 per GHz, peak 0.15 dB, bandwidth 31.2 GHz.
δ0/2π = 20 GHz: slope 0.0246 per GHz, peak 3.17 dB, bandwidth 62.6 GHz.
δ0/2π = 30 GHz: slope 0.0129 per GHz, peak 7.06 dB, bandwidth 108.2 GHz.

The peak first appears at 7.95 GHz. At 10 GHz the detuning is still below γ, so that small peak is due to the zero.

The larger bandwidth is partly a matter of reference. At high frequency |H| is proportional to |δ0|/L, which is greatest at |δ0| = γ. For detunings of 10, 20 and 30 GHz this factor is about 0.024, 0.028 and 0.025 per GHz. The largest of these values is only about 17 % above the smallest, while the low-frequency response, which sets the reference, falls by nearly a factor of three between 10 and 30 GHz. The 17 % is the asymptotic spread; at a drive frequency of 60 GHz the full |H| for the three detunings spreads by about 25 %, still far less than the spread of the reference.

**What each derivation assumes**

Both derivations use a single mode, constant decay rates and a small frequency shift. The first also needs the coherent output relation S_out = S − iκA. In return it gives the output field, with the amplitude and phase of each sideband, and not just its power.

The second uses that relation only to fix κ² = 2γe, and finds the output power from conservation. It still needs the field equation to find u1, but it shows which changes to the device move the zero. If a second waveguide removes energy at amplitude rate γd, the through-port balance contains 2(γ0 + γd)U. The zero moves to −2(γ0 + γd), and γ must include γd. If the intrinsic loss is modulated by γ1, the balance gains a term −2U0γ1 and u1 changes too, so the zero is no longer fixed by 2γ0 alone.

Both treat |A|² as energy while ω_r changes. In fact a slow index change conserves photon number, so the stored energy shifts by the fraction δ1/ω_r. The omitted power is of order ΩU0|δ1|/ω_r. The retained response is |s + 2γ0| · 2|δ0|U0|δ1|/|D|, so their ratio is below |D|/(2ω_r|δ0|). At the band edge of the example this is about 5 × 10⁻⁴.

The linearisation can be compared with direct time integration of the full equation of motion. In units of γ, the values (δ0, γ0, γe, Ω) were (1.5, 0.5, 0.5, 1.7), (−0.8, 0.3, 0.7, 0.6) and (0.6, 0.7, 0.3, 2.5), with drive amplitude 0.002. The largest relative deviation in the output and energy responses was 1.3 × 10⁻⁶.

**Beside a real device**

The inputs are rough, and real devices break several assumptions. Of the changes estimated here, warming by 1 K has the largest effect on the bandwidth. With a rough shift of 0.075 nm/K and a fixed laser, warming by 1 K reduces the detuning to 10.6 GHz and the bandwidth to 32.7 GHz, so the bias point must be stabilised. The junction is a low-pass filter: 100 Ω and 25 fF reduce the bandwidth at 20 GHz detuning from 62.6 to 49.7 GHz and the peak to 2.68 dB. Carriers also change the loss. More carriers raise the loss and lower the index. If the two changes are in the ratio of 1.5 per cm to 4 × 10⁻⁴, the slope on this flank falls by 5.7 % and the bandwidth rises to 65.9 GHz; on the other flank the slope becomes steeper instead. At 0.1 mW input and 5 K/mW, with all lost power turned into heat and the detuning held at 20 GHz, the ring warms by 0.22 K, a shift of about 2 GHz. On this flank the shift moves the resonance towards the laser and raises the absorption, so without a bias correction the heating settles at about 0.25 K, the detuning at 17.6 GHz and the bandwidth at about 54 GHz. This feedback is positive. For drives slow enough for the temperature to follow, it raises the response at 20 GHz detuning about 13 % above H(0), so H(0) is the reference only for drives faster than the thermal response. With the same inputs this flank becomes thermally bistable above about 0.6 mW. Direct two-photon absorption is about 3 × 10⁻⁵ of the linear loss; the carriers it creates are not included. A ring model with finite round-trip time differs from H by at most 0.2 % of H at the frequencies compared, 1, 10, 30 and 70 GHz. Finally, if the resonance shift is taken as exactly linear in voltage, a 1 V amplitude at the peak frequency gives a second harmonic of 4.5 % of the fundamental and reduces the fundamental by 0.7 % from its linear value. The shift of a real depletion junction is not linear in voltage, which changes both figures. For a shift proportional to the square root of reverse bias plus built-in voltage, with the same slope at the bias point and that sum between 3.9 and 1.9 V, the second harmonic on this flank lies between 6.0 and 8.1 %, and the change of the fundamental between −0.2 and +1.8 %. Reverse bias lowers ω_r, so the response per volt has the opposite sign to H. The numerical output below lists the values used.

Table of computed values

```
Inputs (rough): wavelength 1550 nm, radius 7.5 um
Group index 3.9, loss 60 dB/cm, coupling 7 %
Resonance shift 30 pm/V = 3.74 GHz/V
Round-trip time 0.613 ps
g0/2pi 8.45 GHz, ge/2pi 9.42 GHz, g/2pi 17.87 GHz
Full linewidth 35.7 GHz, loaded Q 5411
Detuning 20.0 GHz = 0.160 nm
Static transmission 0.557
Low-frequency slope 24.61 x 1e-3 per GHz
Low-frequency linear response to 1 V amplitude 0.0921
Zero at 2 g0/2pi = 16.90 GHz
Peaking threshold detuning 7.95 GHz
Peak frequency 22.75 GHz, peak height 3.17 dB
At peak: zero gives 4.49 dB, poles give -1.32 dB
3 dB bandwidth 62.6 GHz
Stored energy: peak 8.98 GHz, height 0.055 dB
Stored energy: 3 dB bandwidth 28.4 GHz
Upper/lower sideband amplitude in ring at f = detuning 2.45
Detuning GHz | slope 1e-3/GHz | peak GHz | peak dB | bandwidth GHz
   5.0    26.85     0.00     0.00     22.0
  10.0    36.21     8.82     0.15     31.2
  20.0    24.61    22.75     3.17     62.6
  30.0    12.85    33.06     7.06    108.2
Neglected effects (rough inputs):
RC: 100 ohm, 25 fF, corner 63.7 GHz
With RC: bandwidth 49.7 GHz, peak height 2.68 dB
Index change 4.0e-04 with loss change 1.5 per cm
Loss-rate/detuning modulation ratio 0.0463
With loss modulation: slope -5.7 %, bandwidth 65.9 GHz
With finite round-trip time: bandwidth 62.6 GHz
Largest complex response error, 1 to 70 GHz: 0.2 %
Same error for a 100 times shorter round trip: 0.000 %
1 V amplitude at peak: 2nd/1st harmonic 4.5 %
1 V amplitude at peak: change of fundamental -0.69 %
Thermal shift 0.075 nm/K = 9.36 GHz/K
1 K warmer: detuning 10.64 GHz, peak height 0.25 dB
1 K warmer: bandwidth 32.7 GHz
Input power 0.1 mW, thermal resistance 5 K/mW
Self-heating at most 0.221 K, shift 2.07 GHz
Circulating power 0.680 mW
Two-photon coefficient 7.0e-12 m/W, mode area 0.1 um2
Two-photon loss / linear loss 3.4e-05
Largest time-domain test deviation 1.3e-06
```
